# Charging energy and Coulomb diamonds of a single-electron transistor

A small metallic island is joined to a source and a drain by tunnel junctions, and to a gate by a capacitor that passes no tunnel current. The capacitances are $C_S$, $C_D$, $C_G$, and the electrodes are held by batteries at voltages $V_S$, $V_D$, $V_G$. Write

$$C=C_S+C_D+C_G .$$

The algebra is in atomic units: $e=1$, the electron has charge $-1$, and $4\pi\varepsilon_0=1$, so a capacitance is a length. The island carries the charge $Q=-N+Q_0$. The integer $N$ counts electrons from a fixed reference, and the constant $Q_0$ represents charges trapped nearby and differences between the metals.

The model assumes the following.

- The capacitances are constant, the spacing of single-particle levels on the island is negligible, and the island electrons relax to a Fermi distribution between events.
- The tunnel resistances are much larger than $h/e^2$. Then $N$ is well defined between events, and electrons tunnel one at a time.
- The batteries restore the electrode voltages after each event without exchanging energy quanta with it.

The temperature is zero until part (g).

## (a) The electrostatic energy

**Find the island potential $\phi$, the stored energy, and the energy function that is appropriate when the voltages are held fixed.**

**Solution.** The capacitor plate on electrode $i$ carries $q_i=C_i(V_i-\phi)$, and the facing plate on the island carries $-q_i$. The island plates together hold the island charge:

$$\sum_i C_i(\phi-V_i)=Q .$$

With the abbreviation $A=\sum_i C_iV_i$ this gives

$$\phi=\frac{Q+A}{C}.$$

The stored energy is

$$E=\sum_i\tfrac12C_i(V_i-\phi)^2=\tfrac12\sum_iC_iV_i^2-\phi A+\tfrac12C\phi^2 .$$

Inserting $\phi$, the last two terms become

$$\frac{(Q+A)^2-2A(Q+A)}{2C}=\frac{(Q+A)(Q-A)}{2C}=\frac{Q^2-A^2}{2C}.$$

The part of $E$ that depends on $N$ is therefore $Q^2/2C$, which does not contain the gate voltage. The stored energy alone cannot describe how a gate controls the island. What is missing is the work of the batteries: raising a charge $\mathrm dq_i$ from ground to electrode $i$ takes the work $V_i\,\mathrm dq_i$. At fixed voltages we subtract it and use

$$F=E-\sum_iV_iq_i .$$

Since $\sum_iV_iq_i=\sum_iC_iV_i^2-\phi A$, the terms in $\phi A$ cancel:

$$F=\tfrac12C\phi^2-\tfrac12\sum_iC_iV_i^2 ,$$

$$\boxed{F(N)=\frac{(-N+Q_0+A)^2}{2C}-\frac12\sum_iC_iV_i^2 .}$$

The last term is the same for every $N$. As a function of $N$, $F$ is a parabola whose minimum, at $N=Q_0+A$, is moved continuously by the voltages, while $N$ itself must be an integer. $F$ does not include the energy of the electrons in the lead they come from, so its minimum selects the stable $N$ only when that lead is at zero voltage. Part (b) adds the missing term.

## (b) The cost of one tunnelling event

**An electron tunnels from lead $r$ (source or drain) to the island, taking it from $N-1$ to $N$ electrons. Find the total energy cost, including the work of all batteries.**

**Solution.** First take the difference of $F$ at fixed voltages. With $x=Q_0+A$,

$$F(N)-F(N-1)=\frac{(x-N)^2-(x-N+1)^2}{2C}=\frac{-2(x-N)-1}{2C}.$$

This is the addition energy

$$\mu(N)=\frac{N-\tfrac12-Q_0-A}{C}.$$

The potentials before and after the event are $(x-N+1)/C$ and $(x-N)/C$. Their mean is $-\mu(N)$, so $\mu(N)$ is the energy of a charge $-1$ in the mean island potential. Successive addition energies form a ladder with spacing $1/C$.

Now count the charge supplied by the batteries. Lead $r$ loses an electron, which changes its charge by $+1$. Its plate charge changes by $\Delta q_r$ in total, so its battery delivers $\Delta q_r-1$. Every other battery delivers $\Delta q_i$. The work done is

$$W=\sum_iV_i\,\Delta q_i-V_r ,$$

and the cost is

$$\Delta E-W=\Delta F+V_r=\mu(N)+V_r .$$

The reverse event, from $N$ to $N-1$ electrons with the electron going to lead $r$, costs $-\mu(N)-V_r$. In other words, an electron at the Fermi level of lead $r$ has energy $-V_r$, and this is to be compared with $\mu(N)$. These costs refer to an electron that starts at one Fermi level and ends at the other. Starting deeper or ending higher costs more, so at zero temperature an event can happen only if its cost is negative.

## (c) The four threshold lines

**Ground the source and put the drain at $V$. For which $V_G$ and $V$ is the state with $N$ electrons blocked? Give the slopes of the boundaries.**

**Solution.** Four events can change $N$: an electron can leave to either lead or enter from either lead. All four must have positive cost. For $r=S,D$ this requires

$$\mu(N)<-V_r<\mu(N+1).$$

Each boundary is a condition $\mu(M)=-V_r$, with $M=N$ for leaving and $M=N+1$ for entering. For the source, multiply by $C$:

$$M-\tfrac12-Q_0-C_SV_S-C_DV_D-C_GV_G=-(C_S+C_D+C_G)V_S .$$

The terms $C_SV_S$ cancel, which leaves

$$C_G(V_G-V_S)+C_D(V_D-V_S)=M-\tfrac12-Q_0 .$$

Exchanging the labels $S$ and $D$ gives the drain condition

$$C_G(V_G-V_D)+C_S(V_S-V_D)=M-\tfrac12-Q_0 .$$

Only voltage differences appear, as they must. Set $V_S=0$, $V_D=V$, and define

$$V_M=\frac{M-\tfrac12-Q_0}{C_G}.$$

The source condition becomes $C_G(V_G-V_M)+C_DV=0$. The drain condition becomes $C_G(V_G-V_M)-(C_S+C_G)V=0$. Hence

$$\boxed{V=-\frac{C_G}{C_D}(V_G-V_M)\quad\text{(source)},\qquad V=\frac{C_G}{C_S+C_G}(V_G-V_M)\quad\text{(drain)},}$$

each with $M=N$ and $M=N+1$. These are two pairs of parallel lines, and state $N$ is blocked inside the parallelogram they enclose, the Coulomb diamond.

The slopes differ in form because the source is grounded. On a source line the lead level stays at zero, and the gate must cancel the shift of the island caused by $C_DV$. On a drain line the lead level itself moves by $-V$, and the island follows it only by the fraction $C_D/C$. The gate makes up the rest, in which $C-C_D=C_S+C_G$ appears. If $C_D\to0$, the drain voltage no longer shifts the island and the source lines become vertical.

## (d) The shape of the diamond

**Which event opens at each edge? Find the width and the corners, and show how a measured diamond gives all three capacitances.**

**Solution.** For $V>0$ the drain level $-V$ lies below the source level $0$. The stricter conditions are then $\mu(N)<-V$ and $\mu(N+1)>0$. At the left edge an electron begins to leave to the drain; at the right edge one begins to enter from the source. For $V<0$ the order of the lead levels is reversed: at the left edge an electron begins to leave to the source, and at the right edge one begins to enter from the drain.

At $V=0$ the diamond extends from $V_N$ to $V_{N+1}$, so its width is

$$V_{N+1}-V_N=\frac1{C_G}.$$

Let $y=V_G-V_N$. The upper corner is where the drain line with $M=N$ meets the source line with $M=N+1$:

$$C_Gy=(C_S+C_G)V,\qquad C_Gy-1=-C_DV .$$

Subtracting the second equation from the first gives $1=CV$, so

$$V=\frac1C,\qquad y=\frac{C_S+C_G}{C_GC}.$$

The lower corner is where the source line with $M=N$ meets the drain line with $M=N+1$:

$$C_Gy=-C_DV,\qquad C_Gy-1=(C_S+C_G)V .$$

Subtraction gives $1=-CV$, so

$$V=-\frac1C,\qquad y=\frac{C_D}{C_GC}.$$

The height of a corner above the axis thus measures the ladder spacing $1/C$, which is $e^2/C$ in ordinary units and twice the energy $e^2/2C$ of a single charge on the island.

Call the slopes $s_+=C_G/(C_S+C_G)$ and $-|s_-|=-C_G/C_D$. The width gives $C_G$, and then

$$C_D=\frac{C_G}{|s_-|},\qquad C_S=C_G\left(\frac1{s_+}-1\right).$$

Adding the inverse slopes gives

$$\frac1{s_+}+\frac1{|s_-|}=\frac{C}{C_G}.$$

The inverse of this ratio, $C_G/C$, converts a change of gate voltage into a shift of the addition energies, $\Delta\mu=-(C_G/C)\,\Delta V_G$, without separate knowledge of any capacitance.

## (e) Outside the diamonds

**Leaving a diamond means that one event has become possible. Show that a steady current then flows, unless the point lies in the diamond of another $N$.**

**Solution.** Take $V>0$ and look at the window between the lead levels $-V$ and $0$.

If no $\mu(M)$ lies in the window or on its ends, let $\mu(N)$ be the highest addition energy below $-V$. The next one, $\mu(N+1)$, lies above $0$. State $N$ is then blocked, and it is the only such state, since the ladder passes the window once.

If some $\mu(M)$ lies inside the window, an electron can enter from the source at cost $\mu(M)<0$ and leave to the drain at cost $-\mu(M)-V<0$. No state can trap the system. With fewer than $M$ electrons, the next addition energy is at most $\mu(M)<0$, so entry from the source is possible. With $M$ or more, the last addition energy is at least $\mu(M)>-V$, so exit to the drain is possible.

The cycle also has a definite direction. Entry from the drain needs $\mu<-V$, and an electron added at such an energy cannot leave again. Exit to the source needs $\mu>0$, and that electron cannot be replaced. Such events can occur while the system settles but not repeatedly. In the steady state electrons therefore flow from source to drain. For $V<0$ the two leads exchange roles.

Within this model the diamonds are the complete blockade region. A window wider than $1/C$ must contain an addition energy, which is why no diamond extends beyond $|V|=1/C$.

## (f) A different choice of ground

**Let $V_S=-aV$ and $V_D=(1-a)V$. How do the slopes change, and what stays the same?**

**Solution.** Insert these voltages in the two general conditions of part (c), where $V_D-V_S=V$:

$$C_G(V_G-V_M)+(C_D+aC_G)V=0 \quad\text{(source)},$$

$$C_G(V_G-V_M)-\left[C_S+(1-a)C_G\right]V=0\quad\text{(drain)}.$$

The slopes are

$$-\frac{C_G}{C_D+aC_G},\qquad \frac{C_G}{C_S+(1-a)C_G}.$$

The case $a=0$ returns part (c), and $a=\tfrac12$ is symmetric bias. Slopes can be turned into $C_S$ and $C_D$ separately only if the grounding is known. The two denominators add up to $C$ for every $a$, so the corner height $1/C$ and the sum of inverse slopes $C/C_G$ do not depend on it.

## (g) Numbers, current and temperature

**Take $C_S=600$, $C_D=300$, $C_G=100$ angstrom and $Q_0=0.2$, with the source grounded. Describe the diamond of $N=1$. At $V_G=0.100$ eV, compare the biases 0.005 and 0.010 eV. Then estimate when heat removes the blockade.**

**Solution.** Voltages are quoted as the energies $eV$. A quantity $1/C$ becomes $14.3996$ eV angstrom divided by $C$. The total is $C=1000$ angstrom (11.13 aF), so the ladder spacing is $14.3996/1000=0.0144$ eV. The diamond has these features:

- Width: $14.3996/100=0.1440$ eV.
- Left end on the axis: $V_1=(1-0.5-0.2)\times0.1440=0.0432$ eV. Right end: $V_2=0.1872$ eV.
- Slopes: $-100/300=-0.333$ and $100/700=0.143$.
- Upper corner: bias $0.0144$ eV (14.4 mV), gate $0.0432+0.7\times0.1440=0.1440$ eV.
- Lower corner: bias $-0.0144$ eV, gate $0.0432+0.3\times0.1440=0.0864$ eV.

At $V_G=0.100$ eV the distance from $V_1$ is $0.0568$ eV. Since $C_GV_1=\tfrac12-Q_0$, the first addition energy is

$$\mu(1)=-\frac{C_G(V_G-V_1)+C_DV}{C}.$$

At the bias $0.005$ eV,

$$\mu(1)=-(0.1\times0.0568+0.3\times0.005)=-0.00718\ \text{eV},$$

and $\mu(2)=\mu(1)+0.0144=0.00722$ eV. Leaving costs $0.00718$ eV to the source and $0.00718-0.005=0.00218$ eV to the drain. Entering costs $0.00722$ eV from the source and $0.01222$ eV from the drain. All four are positive, so the state is blocked.

At the bias $0.010$ eV, $\mu(1)=-0.00868$ eV. Leaving to the drain now costs $0.00868-0.010=-0.00132$ eV and is possible. The change occurs on the drain line, at $0.143\times0.0568=0.0081$ eV.

The size of the current requires a rate. Let both junctions have resistance $R$. For an event of cost $\Delta$, sum over filled initial and empty final states, with energies measured from the Fermi level on each side and $f$ the Fermi function:

$$\Gamma=\frac1R\int f(\varepsilon)\,[1-f(\varepsilon-\Delta)]\,\mathrm d\varepsilon .$$

Writing out the Fermi functions shows that

$$f(\varepsilon)[1-f(\varepsilon-\Delta)]=\frac{f(\varepsilon-\Delta)-f(\varepsilon)}{e^{\Delta/k_BT}-1}.$$

The numerator is the difference of two steps displaced by $\Delta$, and its integral is $\Delta$. Thus

$$\Gamma=\frac1R\,\frac{\Delta}{e^{\Delta/k_BT}-1}.$$

The prefactor is correct because a junction without charging energy at voltage $U$ has $\Delta=\mp U$ for the two directions, and the difference of the two rates is $U/R$, which is Ohm's law. At zero temperature $\Gamma=-\Delta/R$ for $\Delta<0$, and $\Gamma=0$ otherwise.

At the bias $0.010$ eV the island alternates between $N=0$ and $N=1$. Entering from the source gains $0.00868$ eV and leaving to the drain gains $0.00132$ eV. The mean waiting times $1/\Gamma$ add, so

$$IR=\frac{0.00868\times0.00132}{0.00868+0.00132}=0.00115\ \text{eV}.$$

The smaller gain dominates the waiting time, so the current starts from zero at the threshold line and has no jump there.

At finite temperature an event with $\Delta>0$ still occurs, at a rate smaller than that of the reverse event by the factor $e^{-\Delta/k_BT}$. In the middle of a diamond at small bias the costs are near $e^2/2C$, so a sharp blockade needs $k_BT\ll e^2/2C$. Here $e^2/C$ corresponds to 167 K. With a bias of $0.01\,e^2/C$, the rate equation gives a current in the middle of the diamond that is $0.0018$ of the current at the degeneracy point $V_1$ when $k_BT=0.05\,e^2/C$. That temperature is 8 K. The ratio reaches $0.5$ near $k_BT=0.16\,e^2/C$ (26 K) and $0.9$ near $0.26\,e^2/C$ (44 K), so the gate modulation is lost well below 167 K. When $k_BT=e^2/C$ the ratio is $1.000$ and the gate no longer modulates the current visibly, although charging still holds the small-bias current at about $0.85$ of the ohmic value $V/2R$.

The numerical check solves the capacitor network and counts the battery work event by event. Its zero-temperature rate equation agreed with the predicted blockade region at 70 blocked and 168 conducting random points, chosen away from the edges.

The result fails where its assumptions do. The rate equation omits processes in which two electrons tunnel together. At any finite tunnel resistance they carry a small current inside the diamonds. It grows as the resistances approach $h/e^2$, and at low temperature it can exceed the thermally activated current. The rates, and with them the smooth onset of the current at a threshold line, need a level spacing small compared with $k_BT$ or with the energy gains of the events; at zero temperature a spacing far below $e^2/C$ already turns the onset into steps. If the level spacing of the island is comparable with $e^2/C$, the gap between the levels filled by successive electrons adds to the ladder spacing. Where this gap changes with $N$, as it does with spin degeneracy or irregular levels, the diamonds differ in size from one $N$ to the next.

## Computed results

```
C_S, C_D, C_G = 600, 300, 100 angstrom
total C = 1000 angstrom = 11.13 aF
offset charge Q0 = 0.2 e
e^2/(4 pi eps0) = 14.3996 eV angstrom
addition spacing e^2/C = 0.01440 eV
k_B T at 1 K = 8.617e-05 eV
e^2/C divided by k_B = 167.1 K
gate period = 0.14400 eV
gate at degeneracy M=1: 0.04320 eV
gate at degeneracy M=2: 0.18720 eV
located edges of the N=1 diamond, source grounded:
  electron leaves to source: slope -0.333333
  electron leaves to drain: slope 0.142857
  electron enters from source: slope -0.333333
  electron enters from drain: slope 0.142857
upper apex: gate 0.14400 eV, bias 0.01440 eV (14.40 mV)
lower apex: gate 0.08640 eV, bias -0.01440 eV
read back C_S, C_D, C_G = 600.00, 300.00, 100.00 angstrom
symmetric bias a=0.5: source slope -0.285714, drain slope 0.153846
random points: 70 blocked, 168 conducting, all as predicted
sample gate = 0.100 eV, threshold bias = 0.00811 eV
bias 0.005 eV, costs from N=1:
  electron leaves to source: 0.00718 eV
  electron leaves to drain: 0.00218 eV
  electron enters from source: 0.00722 eV
  electron enters from drain: 0.01222 eV
  current times R = 0.000000 eV
bias 0.010 eV, costs from N=1:
  electron leaves to source: 0.00868 eV
  electron leaves to drain: -0.00132 eV
  electron enters from source: 0.00572 eV
  electron enters from drain: 0.01572 eV
  current times R = 0.001146 eV
gain on entering from source, N=0 to 1, bias 0.010 eV: 0.00868 eV
valley/peak current at k_B T = 0.05 e^2/C: 0.00182
valley/peak current at k_B T = 1.00 e^2/C: 1.00000
```
